# Can identical reactive-sputtering targets under one pressure settle at different coverages?

## The argument under review

Two identical cerium targets are sputtered in argon and oxygen to deposit CeO$_2$. They share one chamber and carry equal ion currents. The argument submitted runs as follows:

> At a given oxygen flow the process has two stable states, one with a mostly metallic target and one with a poisoned target. Each target can occupy either state. A chamber with two targets therefore has mixed states, in which one target is metallic and the other poisoned, and a small disturbance decides which is which.

For the parameters used below, the first sentence is correct at total oxygen flows between about 5.0 and 7.4 sccm. The question is whether the second follows from it. The author works with the Berg model, in which oxygen reaches a target by chemisorption alone and leaves it by sputtering. I keep that model first, and then relax its assumptions one at a time.

## What one target responds to

Let $\theta$ be the fraction of target sites that are oxidised, $N$ the number of metal sites per area, $j$ the ion flux, $Y_c$ the sputter yield of the oxide, $\alpha$ the sticking probability of O$_2$ on a metal site, and $\Phi p$ the O$_2$ flux at oxygen pressure $p$. One O$_2$ molecule oxidises one site, as the formula CeO$_2$ requires. Oxidation needs a metallic site and removal needs an oxidised one, so

$$N\frac{d\theta}{dt}=\alpha\Phi p\,(1-\theta)-jY_c\,\theta. \tag{1}$$

Setting the left side to zero gives $\alpha\Phi p=(\alpha\Phi p+jY_c)\theta$, hence

$$\theta(p)=\frac{\alpha\Phi p}{\alpha\Phi p+jY_c}. \tag{2}$$

There is one steady coverage for each pressure. The gas flow does not appear in (1): a target responds to the flow only through the pressure it produces.

Now write (1) for both targets, with the same $p(t)$ and the same $j(t)$, and subtract. The constant term $\alpha\Phi p$ cancels. With $\Delta=\theta_1-\theta_2$,

$$N\frac{d\Delta}{dt}=-(\alpha\Phi p+jY_c)\,\Delta, \tag{3}$$

$$\Delta(t)=\Delta(0)\exp\left[-\frac1N\int_0^t(\alpha\Phi p+jY_c)\,dt'\right]. \tag{4}$$

No linearisation was made, and $p(t)$ may follow any history, including a jump between the two hysteresis branches. For constant $j>0$ the gap decays at least as fast as $\exp(-jY_ct/N)$. If the currents vary, they must be equal at each instant, and the integral must grow without limit; with the discharge off and no oxygen present, a gap would simply be frozen in.

The mixed state is therefore excluded in this model, as a resting state and as a lasting oscillation. The collecting surfaces did not enter, so the two targets may even face substrates of different size.

The rough parameters are $j=6.242\times10^{16}$ cm$^{-2}$s$^{-1}$ (10 mA/cm$^2$), $Y_c=0.05$, $\alpha=0.3$ and $N=8\times10^{14}$ cm$^{-2}$. Then $jY_c=3.12\times10^{15}$ cm$^{-2}$s$^{-1}$, and $jY_c/N=3.9$ s$^{-1}$ is the slowest decay rate. As a severe case, let the coverages start at 0.9 and 0.1, modulate the oxygen flow by ±40 % with a period of 0.5 s, and give the targets collectors of 1500 and 600 cm$^2$. After 0.8 s, direct integration of the full model (mean flow 6 sccm, gas volume 25 L per target, other parameters as below) leaves a gap of 0.00204, and (4) gives the same value. The bound from sputtering alone is $0.8\,e^{-3.12}=0.035$; the oxygen flux supplies the rest of the decay.

## Where the two stable states come from

The hysteresis is real, and its origin shows where the argument goes wrong. Let $A_t$ and $A_c$ be the areas of a target and its collector, $Y_m$ the metal yield and $c$ the oxidised fraction of the collector. Sputtered oxide landing on metal oxidises it, and sputtered metal landing on oxide buries it:

$$N\frac{dc}{dt}=\left(\alpha\Phi p+jY_c\theta\frac{A_t}{A_c}\right)(1-c)-jY_m(1-\theta)\frac{A_t}{A_c}\,c. \tag{5}$$

The oxygen consumed by one target and its collector is

$$G=\alpha\Phi p\,[(1-\theta)A_t+(1-c)A_c].$$

In the steady state (1) turns the first term into $jY_c\theta A_t$. Equation (5), multiplied by $A_c$, turns the second into $jY_m(1-\theta)A_t\,c-jY_c\theta A_t(1-c)$. In the sum, $jY_c\theta A_t$ cancels except for the part multiplied by $c$:

$$G(p)=c\,jA_t\,[Y_m(1-\theta)+Y_c\theta]. \tag{6}$$

This is oxygen conservation: consumption equals the flow of metal atoms into the film times the fraction buried as oxide. At small $p$ the factor $c$ makes $G$ rise from zero. At large $p$ the film is fully oxidised, but the targets are poisoned and deliver little metal, so $G$ tends to $jY_cA_t$. With $Y_m=0.7$, $A_t=100$ cm$^2$ and $A_c=1500$ cm$^2$, there is a maximum in between, followed by a falling stretch.

Let $s$ be the pumping per target, here 50 L/s. Since 1 L/s carries 0.07188 sccm per mTorr, $s=3.594$ sccm/mTorr. The total flow is

$$Q=2\,[sp+G(p)]. \tag{7}$$

At $Q=6$ sccm there are three solutions:

| State | $p$ (mTorr) | $\theta$ | $G$ (sccm) |
|---|---:|---:|---:|
| low | 0.0132 | 0.313 | 2.952 |
| middle | 0.0934 | 0.763 | 2.664 |
| high | 0.505 | 0.946 | 1.186 |

In the high state, for example, pumping removes $3.594\times0.5047=1.814$ sccm per target, and $2(1.814+1.186)=6.00$ sccm.

So pressure is a multivalued function of flow, while coverage is a single-valued function of pressure. The words "each target can occupy either state" treat the states as belonging to the targets. They belong to the chamber. The mixed state takes one coverage from the first row and the other from the third, and so requires two pressures, 0.013 and 0.505 mTorr, in a gas assumed to have one.

The instability of the middle state does not help the argument. Displace the targets by equal and opposite small amounts, and their collectors likewise. The total uptake is then unchanged to first order, so the pressure stays put. The target difference decays by (3), at 16.5 s$^{-1}$ here, and the collector difference has its own negative rate in (5). Any growing mode must therefore move both targets together. The linearised full model has one such mode, growing at 1.84 s$^{-1}$ for a gas volume of 25 L per target (2.7 s$^{-1}$ for 5 L, 0.89 s$^{-1}$ for 100 L; the steady states do not depend on the volume): the chamber runs away as a whole.

A search of the full common-pressure equations from 100 random starting points gave 100 steady solutions. They covered all three states, and the largest coverage difference was about $2\times10^{-13}$, which is rounding error.

## Relaxing equal currents

Suppose the pressure is common but the ion fluxes differ. Equation (2) can be written $\theta_i/(1-\theta_i)=\alpha\Phi p/(j_iY_c)$. Dividing the relation for target 2 by that for target 1 gives

$$\frac{j_1}{j_2}=\frac{\theta_2/(1-\theta_2)}{\theta_1/(1-\theta_1)}. \tag{8}$$

To hold target 1 at 0.313 and target 2 at 0.946 under one pressure, the ratio must be $17.4/0.456\approx38$. The metallic target would need 38 times the ion current of the other.

A small mismatch has a small effect. Differentiating $\ln[\theta/(1-\theta)]=\text{const}-\ln j$ at fixed $p$ gives $d\theta/[\theta(1-\theta)]=-d\ln j$, so

$$d\theta=-\theta(1-\theta)\,d\ln j. \tag{9}$$

At $\theta=0.313$, a 5 % current difference separates the coverages by about $0.215\times0.05=0.011$. This is a proportionate response to unequal treatment, not a choice between two states.

Spontaneous asymmetry needs feedback from coverage to current. Consider two targets in parallel at one voltage, with fixed total ion flux $j_{\rm tot}$ and a model law

$$j_i=j_{\rm tot}\frac{e^{-k\theta_i}}{e^{-k\theta_1}+e^{-k\theta_2}}.$$

Here $k>0$ means that oxidation lowers a target's current at fixed voltage. Hold $p$ fixed and set $\theta_{1,2}=\theta_0\pm\delta$ about the symmetric state, where each flux is $j=j_{\rm tot}/2$. The denominator changes only at order $\delta^2$, so $\delta j_1=-kj\delta$. Equation (1) then gives

$$N\dot\delta=-(\alpha\Phi p+jY_c)\delta+kjY_c\theta_0\,\delta.$$

By (2), $jY_c=(\alpha\Phi p+jY_c)(1-\theta_0)$, and therefore

$$N\dot\delta=(\alpha\Phi p+jY_c)\,[k\theta_0(1-\theta_0)-1]\,\delta. \tag{10}$$

Since $\theta_0(1-\theta_0)\le1/4$, growth requires $k>4$. Large differences obey the same limit. In a steady pair, (8) and the current law require $\ln[\theta/(1-\theta)]-k\theta$ to be equal for both targets. Its derivative is $1/[\theta(1-\theta)]-k\ge4-k$, so for $k<4$ the function increases and the coverages must agree.

At the pressure where equal currents give $\theta_0=1/2$, 0.0290 mTorr, I started the targets at 0.51 and 0.49 and followed them for 200 s. For $k=3.8$ the gap vanished to about $10^{-12}$. For $k=4.2$ it grew to 0.33. For $k=5$ the coverages became 0.888 and 0.348, with a current ratio of 14.9, as (8) requires: $7.95/0.533=14.9$. Equal current is thus an assumption with consequences, but dropping it is not sufficient; the feedback must be steep. The exponential law is an illustration, and I attach no value of $k$ to cerium.

## Relaxing common pressure

Now restore equal currents and divide the chamber into two equal zones, joined by a conductance $C$. Each zone has one target, one collector, half the pumping and half the flow. The steady gas balances are

$$\frac Q2=sp_1+C(p_1-p_2)+G(p_1),\qquad \frac Q2=sp_2+C(p_2-p_1)+G(p_2).$$

In their difference the exchange term appears twice:

$$(s+2C)(p_1-p_2)+G(p_1)-G(p_2)=0. \tag{11}$$

With $H(p)=(s+2C)p+G(p)$, this says $H(p_1)=H(p_2)$. If $H$ increases everywhere, the pressures are equal, and by (2) so are the coverages. If $H$ falls somewhere, it takes some value at two different pressures. Setting $Q=s(p_1+p_2)+G(p_1)+G(p_2)$ then satisfies the sum of the balances as well, so both hold. The boundary is the conductance at which the steepest fall of $G$ is just compensated:

$$C^*=\tfrac12\left(-\min_p G'(p)-s\right). \tag{12}$$

The steepest slope is −18.01 sccm/mTorr, near 0.056 mTorr. Hence $C^*=(18.01-3.59)/2=7.21$ sccm/mTorr, or 100 L/s. Above $C^*$, no flow allows unequal steady pressures in this symmetric arrangement. Below it, some flow does.

Existence is not stability. At $0.9\,C^*$ and 6.77 sccm there is a steady pair at 0.039 and 0.084 mTorr, but a disturbance of it grows, at 1.1 s$^{-1}$ for 25 L per zone. It could not be held without control. With a much weaker link of 5 L/s and 6 sccm, a stable mixed state does exist: 0.0148 and 0.445 mTorr, with coverages 0.338 and 0.939. The link then carries $5\times0.07188\times0.430=0.15$ sccm from the poisoned zone to the metallic one, too little to upset either.

To see how much exchange this state tolerates, I started the zones in the low and high states of the table, kept the flow at 6 sccm, and bisected in $C$ between 5 L/s and $C^*$. The mixed state survived up to about 38 L/s. That is where the stable mixed branch ends at this flow. Over all flows, stable mixed pairs end near 57 L/s, well below $C^*$. At $1.1\,C^*$, the same start ended with equal pressures at each flow tried: 5.2, 6.0 and 7.0 sccm.

Two limits are useful. As $C\to\infty$ the pressures merge and the common-pressure result returns. At $C=0$ the zones are separate chambers, and the mixed states of the submitted argument do exist: each target then has its own hysteresis. Even there a small disturbance matters only to a zone already on the edge of tipping, such as one placed at the unstable middle state. Otherwise the low and high states are each stable, and the history of each target decides. Faster pumping, with all else fixed, removes both the hysteresis and the mixed states. When $s$ exceeds 18.01 sccm/mTorr, or 251 L/s per target, $sp+G$ rises everywhere. Then (7) has one solution and even unconnected zones have no choice of state.

## How well does a real chamber share its pressure?

For a rough estimate, take 3 mTorr of argon at 300 K and an open cross-section of 1000 cm$^2$ over 30 cm between the targets. Hard-sphere kinetic theory with a diameter of 0.35 nm gives an oxygen diffusion coefficient of $4.74\times10^4$ cm$^2$/s. The diffusive conductance is $4.74\times10^4\times1000/30$ cm$^3$/s, or 1580 L/s. Effusion through the same area would give 11 100 L/s. Adding the two in series, as an interpolation, yields about 1400 L/s, some 14 times $C^*$. On these numbers, and with equal currents, an open chamber is far from spontaneous asymmetry. A partition that leaves only a narrow gap could change that.

It does not follow that two real targets have equal coverage. An uneven gas inlet imposes a pressure difference. If the zones receive $Q_1$ and $Q_2$, the right side of (11) becomes $Q_1-Q_2$:

$$(s+2C)(p_1-p_2)+G(p_1)-G(p_2)=Q_1-Q_2. \tag{13}$$

With the estimated conductance, 6 sccm in total and both zones started in the low state, a 55:45 split gives coverages of 0.330 and 0.298. With all the gas admitted beside target 1, the pressures are 0.031 and 0.008 mTorr and the coverages 0.52 and 0.22. This is a large asymmetry, at a conductance for which none can arise spontaneously. The reason is scale: a difference of 0.023 mTorr is tiny beside the argon pressure, but comparable with the 0.029 mTorr that half-covers a target. An observed difference between two targets should therefore be tested against the gas feed, by exchanging or balancing the inlets, before it is called symmetry breaking.

The yields, sticking probability and areas are rough values for cerium in argon and oxygen, not measurements, and $C^*$ moves with them. With $\alpha=1$ and collectors of 5000 cm$^2$, for example, it rises to about 910 L/s, and the chamber's margin over it falls from 14 to 1.5. The total pumping of 100 L/s is low for a sputtering chamber; a higher value lowers $C^*$ by (12). Real erosion is also non-uniform. Equation (3) still applies to each pair of corresponding points that have the same local ion flux and pressure. Gas heating is left out.

## What additional physics must do

The author may reply that real targets contain more than chemisorption. That is true, but not every addition helps. Suppose some of the ions are O$_2^+$, in the proportion $p/p_{\rm Ar}$, and that each oxidises a site if it strikes metal. This adds $j(p/p_{\rm Ar})(1-\theta)$ to (1). Relative to chemisorption its size is

$$\frac{j}{\alpha\Phi p_{\rm Ar}}=\frac{6.242\times10^{16}}{0.3\times3.585\times10^{17}\times3}=0.19.$$

At the pressure of the low state it raises the coverage from 0.313 to 0.353. The effect is not negligible, yet it merely replaces $\alpha\Phi p$ by $1.19\,\alpha\Phi p$ in (3), and the gap closes faster.

More generally, let the balance be $N\dot\theta=f(\theta,p,j)$, the same function for both targets. If $f$ decreases with $\theta$ at fixed $p$ and $j$, the target with the higher coverage has the lower rate of change, so the gap shrinks. Unequal steady coverages at common $p$ and $j$ require $f$ to vanish at two values of $\theta$, and hence to rise with $\theta$ somewhere. A nonlinear term without that property does not suffice.

A further possibility lies outside this criterion. Oxygen driven below the surface gives each target a second variable, and (3) is then no longer a closed equation for the gap. The reservoir is not small: a layer 1.5 nm deep, at the volume density $N^{3/2}$, holds 4.2 times as many metal sites as the surface. Whether it permits unequal steady states depends on rates for implantation and return to the surface that are not specified here. The present proof neither establishes nor excludes them.

The manuscript's conclusion should therefore be withdrawn for the model it uses. To keep a mixed state, the author must name the element that separates the targets: a sufficiently steep current feedback, a sufficiently weak gas connection, or a target balance with more than one steady coverage at the same pressure and current. If current feedback or a finite gas connection acts alone, its strength can be compared with the threshold found above. For the third element only a necessary condition was found: $f$ must rise with $\theta$ somewhere, which does not by itself guarantee a second steady coverage. Current feedback and a finite gas connection must be treated together. For $k<0$ the feedback opposes a difference; for $k>0$ the two reinforce each other: a target that loses current also delivers less metal to bind oxygen, so its local pressure rises and oxidises it further. The two can then separate the targets even when neither would do so alone. With the exponential law, the largest conductance at which a symmetric state is unstable to a target difference rises from 100 L/s at $k=0$ to about 800 L/s at $k=2$ and 2500 L/s at $k=3$. The last exceeds the 1400 L/s estimated for the open chamber, so the margin of 14 holds only for equal currents. The numerical output below gives the values for the main set of parameters.

## Numbers as computed

```
Ion current density 10 mA/cm2; yields metal 0.7, oxide 0.05
Sticking 0.3; sites 8.0e+14 /cm2; gas 300 K
Areas per target: target 100, collector 1500 cm2
Per target: pumping 50 L/s, volume 25 L
Ion flux 6.242e+16 /(cm2 s)
O2 flux per pressure 3.585e+17 /(cm2 s mTorr)
1 L/s equals 0.07188 sccm/mTorr
Pressure for target coverage 0.5: 0.02901 mTorr
Total O2 flow 6.0 sccm
State low: p 0.01324 mTorr, target 0.3133, collector 0.4268
  uptake per target 2.9524 sccm; gap decay time 0.1760 s
State middle: p 0.09337 mTorr, target 0.7629, collector 0.9366
  uptake per target 2.6644 sccm; gap decay time 0.0608 s
State high: p 0.50473 mTorr, target 0.9456, collector 0.9971
  uptake per target 1.1860 sccm; gap decay time 0.0139 s
Random-start steady solutions found: 100 of 100
Largest target coverage gap among them: 1.8e-13
Modulated flow: +/-40 %, period 0.5 s; collectors 1500, 600 cm2
Gap 0.8 after 0.8 s: run 0.002038, decay law 0.002038
Middle state: common-mode growth 1.8440 /s
Middle state: difference-mode rate -16.4546 /s
Current ratio needed for low/high mix at one p: 38.13
Parallel supply, final gap: k=3.8 7.0e-13; k=4.2 0.3265
Parallel supply, k=5: coverages 0.8883, 0.3479
  current ratio (second/first) 14.912
Steepest uptake slope -18.010 sccm/mTorr at 0.05628 mTorr
Critical conductance 100.27 L/s
At 0.9 critical: pressures 0.03903, 0.08446 mTorr
  total flow 6.7738 sccm; largest growth rate 1.1144 /s
5 L/s link: pressures 0.01482, 0.44471 mTorr
  target coverages 0.3381, 0.9388
Mixed start survives up to 38.28 L/s at 6 sccm
Chamber: argon 3 mTorr, gap 1000 cm2 by 30 cm
Hard-sphere diameter 0.35 nm; diffusion 4.739e+04 cm2/s
Conductance: diffusion 1580, effusion 11138 L/s
Chamber conductance 1383 L/s; over critical 13.80
Inlet 55 % at target 1: p 0.01428, 0.01231 mTorr
  target coverages 0.3298, 0.2979
Inlet 100 % at target 1: p 0.03121, 0.00823 mTorr
  target coverages 0.5182, 0.2209
Direct implantation / chemisorption: 0.193
Low-state coverage with implantation, same p: 0.3525
Subsurface sites in 1.5 nm / surface sites: 4.24
```
